Schlegel's PUHF and PMP2 Energies and Their Failure for Two Broken Bonds

**One stretched bond, then two**

Take two sites L and R with one orbital each, hopping −t, on-site repulsion U and two electrons, in Hartree atomic units. The UHF determinant Φ0 has an α electron in uL + vR and a β electron in vL + uR, with u² + v² = 1 and overlap d = 2uv. Each electron gains −2tuv = −td, and each site costs Uu²v² = Ud²/4, so E = −2td + Ud²/2. For U > 2t the minimum is

d = 2t/U,  E_UHF = −2t²/U = −Ud²/2.

The part of φα(1)φβ(2) symmetric in the two electrons goes with the singlet and the antisymmetric part with the triplet. Their squared norms are w_S = (1+d²)/2 and w_T = (1−d²)/2, so ⟨S²⟩ = 2w_T = 1−d². The antisymmetric part is proportional to LR − RL. It has no double occupancy, and hopping sends both LR and RL to −t(LL+RR), so E_T = 0 and E_S = E_UHF/w_S. The operator S² − 2 destroys the triplet and leaves the pure singlet. For U = 0.5 and t = 0.05, d = 0.2 and E_S = −0.01000/0.52 = −0.01923 Eh. The exact energy of the model comes from the covalent singlet (energy 0) coupled by −2t to the symmetric ionic state (energy U): (U − √(U²+16t²))/2 = −0.01926 Eh.

Two uncoupled copies give the products SS (singlet), ST and TS (triplets) and TT, both triplets having M = 0. Of the nine states of two triplets, the three antisymmetric under exchange of the dimers form the total triplet, since their highest M is 1; TT is symmetric and has none of it. In TT the mean of S_A·S_B vanishes, so ⟨S²⟩ = 2+2 = 6w₂, giving 2/3 quintet and 1/3 singlet. At d → 0 each product has weight 1/4, and

w₀ = 1/4 + 1/12 = 1/3,  w₁ = 1/2,  w₂ = 1/6,  ⟨S²⟩ = 2.

Now S² − 2 multiplies the singlet by −2 and the quintet by +4, and its mean, −2/3 + 4/6, is zero. That mean is the denominator of the projected energy.

**Definitions**

H is spin-free, orbitals are real, and Φ0 has M_S = s = (nα−nβ)/2 ≥ 0. With λ_k = k(k+1) and ⟨…⟩ the mean in Φ0,

δ = ⟨S²⟩ − λ_s,  D = ⟨S²⟩ − λ_{s+1} = δ − 2(s+1),  A = (S² − λ_{s+1})/D,

X = ⟨HS²⟩ − ⟨H⟩⟨S²⟩,  V = ⟨S⁴⟩ − ⟨S²⟩²,  Y = ⟨Φ0|S²|Ψ1⟩,

where Ψ1 is the first-order UMP function, orthogonal to Φ0, and ⟨A⟩ = 1. Both derivations use

σ = (S² − ⟨S²⟩)Φ0,  ⟨Φ0|σ⟩ = 0,  ⟨σ|σ⟩ = V,  ⟨Φ0|H|σ⟩ = X,  ⟨σ|Ψ1⟩ = Y.

The result to be obtained is

E_PUHF = E_UHF + X/D,  E_PMP2 = E_UMP2 + X/D − XY/V.

**First derivation: spin components**

Split Φ0 with the projectors P_k on total spin k = s, s+1, …, and set w_k = ⟨P_k⟩, E_k = ⟨HP_k⟩/w_k. Because H commutes with S², it does not connect different k, and ⟨H f(S²)⟩ = Σ w_k E_k f(λ_k). PUHF is defined as ⟨HA⟩/⟨A⟩, so

E_PUHF = Σ p_k E_k,  p_k = w_k(λ_k − λ_{s+1})/D,  Σ p_k = 1.

Writing ⟨HS²⟩ = X + E_UHF⟨S²⟩ gives

E_PUHF = (X + E_UHF⟨S²⟩ − λ_{s+1}E_UHF)/D = E_UHF + X/D.

With one contaminant, p_s = 1 and E_PUHF = E_s, the energy ⟨HP_s⟩/⟨P_s⟩ of full projection, which is an expectation value because P_s² = P_s. With components s, s+1, s+2 and D < 0, p_{s+2} is negative, and

E_PUHF = E_s − |p_{s+2}|(E_{s+2} − E_s).

This is an extrapolation away from the higher component, with no variational bound and with a lever proportional to 1/|D|. The normalized function AΦ0 has weights proportional to w_k(λ_k − λ_{s+1})². For the two dimers at d → 0 these are 4/3 and 16/6, that is 1/3 singlet and 2/3 quintet, so annihilation raises ⟨S²⟩ from 2 to 4.

For second order, let Ψ = Φ0 + χ with χ ⊥ Φ0 be the exact state of spin s, assumed to overlap Φ0. Projecting HΨ = EΨ and S²Ψ = λ_sΨ on Φ0 gives

E = E_UHF + ⟨Φ0|H|χ⟩,  ⟨σ|χ⟩ = λ_s − ⟨S²⟩ = −δ.

UMP2 sets χ = Ψ1, which gives ⟨σ|χ⟩ = Y in place of −δ. Add η with ⟨σ|η⟩ = −δ − Y. By the Cauchy–Schwarz inequality |η| ≥ |δ+Y|/√V, with equality for η parallel to σ, so the smallest repair is η = −(δ+Y)σ/V. Its energy is

E = E_UMP2 − δX/V − XY/V.  (1)

Assume now a single contaminant, with w = w_s and g = λ_{s+1} − λ_s = 2(s+1). S² takes two values a distance g apart, so

δ = (1−w)g,  D = −wg,  V = w(1−w)g²,  X = w(1−w)g(E_{s+1} − E_s).

Then −δ/V = −1/(wg) = 1/D, and (1) becomes E_UMP2 + X/D − XY/V, which is Schlegel's PMP2. The minimum-norm choice is a prescription, not a term of the perturbation series.

*Separated fragments.* Let H = H_A + H_B and Φ0 = Φ_AΦ_B with parallel spins, M_A = s_A, M_B = s_B. Then

S² = S_A² + S_B² + 2S_Az S_Bz + S_A₊S_B₋ + S_A₋S_B₊.

The flip terms change M_A, so their mean is zero and ⟨S²⟩ = λ_{sA} + δ_A + λ_{sB} + δ_B + 2s_As_B. Since λ_{sA+sB} = λ_{sA} + λ_{sB} + 2s_As_B, δ is additive and

D = δ_A + δ_B − 2(s_A + s_B + 1).

The z term is constant on Φ0 and drops out of σ:

σ = σ_AΦ_B + Φ_Aσ_B + (S_A₊Φ_A)(S_B₋Φ_B) + (S_A₋Φ_A)(S_B₊Φ_B).

H conserves M_A, so HΦ0 is orthogonal to the last two terms, and ⟨Φ_AΦ_B|H_B|σ_AΦ_B⟩ = 0 because σ_A ⊥ Φ_A; hence X = X_A + X_B. The zeroth-order Hamiltonian is additive and (H − E_UHF)Φ0 is a sum of one-fragment excitations, so Ψ1 = Ψ1_AΦ_B + Φ_AΨ1_B and Y = Y_A + Y_B. The four terms of σ are mutually orthogonal. From S∓S± = S² − S_z(S_z±1), |S₊Φ|² = δ and |S₋Φ|² = δ + 2s for a fragment with M = s, so

V = V_A + V_B + δ_A(δ_B + 2s_B) + (δ_A + 2s_A)δ_B.

The numerators add while D and V belong to the whole system. For two identical singlet fragments with values X, δ each,

E_PUHF(AB) − 2E_PUHF(A) = 2X/(2δ−2) − 2X/(δ−2) = −Xδ/[(1−δ)(2−δ)].  (2)

The error is of order Xδ for weak contamination and its denominator vanishes at δ = 1, one broken bond on each fragment. A closed-shell spectator (δ_B = s_B = X_B = Y_B = V_B = 0) leaves D and V unchanged, so both corrections are size consistent there. A spin-pure doublet spectator does not: for s_A = 0, D changes from δ_A − 2 to δ_A − 3 and V from V_A to V_A + δ_A.

For antiparallel spins, M_B = −s_B, the same argument keeps X and Y additive, the z term changes sign, and S_B₊ and S_B₋ swap norms. With s_A = s_B = 1, ⟨S²⟩ = 2 + δ_A + 2 + δ_B − 2, so for the singlet

D = δ_A + δ_B,  V = V_A + V_B + δ_Aδ_B + (δ_A+2)(δ_B+2).  (3)

This is a singlet molecule whose two bonds break to a triplet atom and two parallel radicals. For pure triplets the state |1,1⟩|1,−1⟩ is half symmetric and half antisymmetric under exchange of A and B, so w₁ = 1/2, and ⟨S²⟩ = 2 = 2w₁ + 6w₂ gives w₂ = 1/6 and w₀ = 1/3, the weights of the two dimers, with D = 0.

**Second derivation: excited determinants**

Let α†_p and β†_q create electrons in the canonical UHF orbitals, and Δ_pq = ⟨φ_p^α|φ_q^β⟩. Both sets span the same space, so Δ is an orthogonal matrix. Indices i, a are α occupied and virtual, j, b are β occupied and virtual. S₊ removes a β electron from φ_q^β and puts an α electron in the same spatial function, Σ_p Δ_pq φ_p^α:

S₊ = Σ Δ_pq α†_p β_q,  S₋S₊ = Σ Δ_rs Δ_pq β†_s α_r α†_p β_q.

Insert α_r α†_p = δ_rp − α†_p α_r. The first term gives Σ_pΔ_psΔ_pq = δ_sq and hence N_β. In the second the pair α†_pα_r commutes with β†_s. With S² = S_z(S_z+1) + S₋S₊,

S² = λ_s + nβ − Σ Δ_rs Δ_pq (α†_p α_r)(β†_s β_q).

On Φ0, r = i and q = j must be occupied, p is i or a virtual a, and s is j or a virtual b. The four cases give

δ = nβ − Σ_ij Δ_ij²,

σ = −Σ_ia (Σ_j Δ_ijΔ_aj) Φ_i^a − Σ_jb (Σ_i Δ_ijΔ_ib) Φ_j^b − Σ Δ_ibΔ_aj Φ_ij^ab,

with Φ_i^a = α†_aα_iΦ0, Φ_j^b = β†_bβ_jΦ0 and Φ_ij^ab = α†_aα_iβ†_bβ_jΦ0. Since S² − λ_{s+1} = (S² − ⟨S²⟩) + D,

AΦ0 = Φ0 + Ψ̃,  Ψ̃ = σ/D.

The energy ⟨Φ0|H|Φ0+Ψ̃⟩ needs the elements of H between Φ0 and these determinants. For singles they vanish by Brillouin's theorem, which requires Φ0 to be stationary. The αβ repulsion is Σ(pq|rs)α†_pα_qβ†_rβ_s, so ⟨Φ_ij^ab|H|Φ0⟩ = (ia|jb) with a plus sign in this ordering. Therefore

E_PUHF = E_UHF + X/D,  X = −Σ (ia|jb) Δ_ib Δ_aj.

With H0 the sum of the α and β Fock operators, Ψ1 solves (E0 − H0)Ψ1 = (H − E_UHF)Φ0 and contains doubles alone. The αβ amplitudes are τ_ij^ab = (ia|jb)/(ε_i+ε_j−ε_a−ε_b), and the same-spin doubles do not occur in σ, so

Y = −Σ τ_ij^ab Δ_ib Δ_aj.

V is the sum of squared coefficients of σ. The doubles factorize. Rows and columns of Δ are normalized, so Σ_ibΔ_ib² = nα − ΣΔ_ij² = δ + 2s and Σ_ajΔ_aj² = nβ − ΣΔ_ij² = δ:

V = Σ_ia(Σ_jΔ_ijΔ_aj)² + Σ_jb(Σ_iΔ_ijΔ_ib)² + (δ+2s)δ.

Ψ̃ and Ψ1 share the αβ doubles, so Φ0 + Ψ1 + Ψ̃ would count the Ψ̃ direction twice. Remove from Ψ1 its component along Ψ̃ and put Ψ̃ in its place:

χ = Ψ1 + cΨ̃,  c = 1 − ⟨Ψ̃|Ψ1⟩/⟨Ψ̃|Ψ̃⟩ = 1 − (Y/D)/(V/D²) = 1 − YD/V,

E_PMP2 = E_UHF + ⟨Φ0|H|χ⟩ = E_UMP2 + cX/D = E_UMP2 + X/D − XY/V.

By construction ⟨Ψ̃|χ⟩ = V/D², so ⟨σ|χ⟩ = V/D, whereas the exact state needs −δ. The spin residual is

ρ = ⟨Φ0|S² − λ_s|Φ0+χ⟩ = δ + V/D.

It vanishes for one contaminant and diverges as D → 0. The term XY/V stays finite there, so PMP2 inherits X/D unchanged.

*Separated fragments.* The orbitals can be taken local, so Δ is block diagonal. In X and Y, Δ_ib puts i and b on one fragment, Δ_aj does the same for a and j, and (ia|jb) needs i and a together: all four sit on one fragment, and the sums are additive. δ and the singles in V are additive for the same reason. The doubles of σ carry no integral, so i, b on A with a, j on B is allowed. These inter-fragment spin swaps are the cross terms of the product (δ+2s)δ = (δ_A+2s_A+δ_B+2s_B)(δ_A+δ_B), in agreement with the first route. They raise V but have no matrix element with H.

*Broken bonds.* ΣΔ_ij² is the sum of the squared singular values d_k of the occupied block, so δ = Σ_k(1 − d_k²), one term per β electron. An intact pair has d_k near 1 and a broken bond has d_k → 0. For a singlet with two bonds breaking and all other d_k = 1,

D = −(d₁² + d₂²) → 0 from below.

Whether X/D diverges depends on X, and the model shows both outcomes in closed form. In the dimer the virtuals are −vL + uR (α) and uL − vR (β). Then Δ_ij = d, Δ_ib = Δ_aj = u² − v² with square 1 − d², and (ia|jb) = U[(−uv)(vu) + (vu)(−uv)] = −Ud²/2. The α Fock matrix has diagonal Uv², Uu² and off-diagonal −t, so its gap is √(U²(1−d²)+4t²) = U, likewise for β, and τ = (−Ud²/2)/(−2U) = d²/4. For N uncoupled dimers,

X = NUd²(1−d²)/2,  Y = −Nd²(1−d²)/4,  E_UMP2 − E_UHF = N(ia|jb)τ = −NUd⁴/8,

D = N(1−d²) − 2,  V = 2Nd²(1−d²) + N²(1−d²)².

The first route gives the same X per dimer: 2w_Sw_T(0 − E_UHF/w_S) = (1−d²)Ud²/2.

For N = 2, D = −2d² and X/D = −U(1−d²)/2. As t → 0, X and D both vanish as d², XY/V as d⁴, and E_PUHF and E_PMP2 tend to −U/2 while the UHF and exact energies tend to 0. The failure is a finite, wrong limit. For N = 3, D vanishes at d² = 1/3 where X does not, which is a pole; for smaller d the correction is positive. For N → ∞ at fixed d, X/D → +Ud²/2, independent of N, while the sum of monomer corrections is negative and proportional to N.

The recipe for c is not the cause. Apply A to Φ0 + Ψ1 without approximation and multiply numerator and denominator by D:

E_mixed − E_UHF = [X + ⟨Φ0|(H−E_UHF)(S²−2)|Ψ1⟩]/(D + Y).

(H−E_UHF)Φ0 and Ψ1 are each of order d², so the second term is of order d⁴. For N = 2 and small d, X → Ud² and D + Y → −2d² − d²/2, and the limit is −2U/5.

**What each derivation assumes**

The first needs [H, S²] = 0 for the split into spin components, and a definite M on each fragment for the fragment rules. The identity E_PUHF = E_UHF + X/D itself follows from the definitions of A, X and D, whether Φ0 is stationary or not. This route explains the loss of the variational bound and obtains D and V for fragments from angular momentum alone. It expresses X and V through the weights and energies of the spin components but gives no orbital formula for X, Y or V. The second gives them as orbital sums, at the price of a single determinant, a common α and β basis, Brillouin's theorem and canonical orbitals with nonzero denominators. For a nonstationary determinant X would gain a singles term.

The two differ in substance at second order. The first starts from a condition that the exact state obeys, reaches (1), and arrives at PMP2 by the substitution −δ/V = 1/D, valid for one contaminant. The second reaches PMP2 with no stated assumption about contaminants, because it accepts AΦ0 as the correct spin adaptation; the assumption surfaces afterwards as ρ. The two energies differ by

E_PMP2 − E(1) = X/D + δX/V = Xρ/V,

since ρ/V = δ/V + 1/D. Equation (1) has no 1/D, so the vanishing denominator enters with the single-contaminant substitution. It still contains the non-additive V.

Neither route makes full projection size consistent. For two two-electron singlet fragments the total singlet contains SS with weight w_S² and TT with weight w_T²/3, so

E_full = 2(w_S²E_S + w_T²E_T/3)/(w_S² + w_T²/3).  (4)

This exceeds 2E_S when E_T > E_S, but it lies between 2E_S and 2E_T and so becomes correct for the pair as the gap E_T − E_S closes.

**Numbers: the model**

For U = 0.5, t = 0.05 and N = 2, X = 0.01920 Eh, Y = −0.01920, V = 3.8400 and D = −0.0800. Then X/D = −0.2400 Eh, −XY/V = 0.0192²/3.84 = 0.0001 Eh, and

E_PUHF = −0.0200 − 0.2400 = −0.2600 Eh,  E_PMP2 = −0.0202 − 0.2400 + 0.0001 = −0.2601 Eh.

Twice the monomer PUHF value is −0.0385 Eh, which is also the exact energy to these digits; full projection gives −0.0300 Eh. Equation (1), with δ = D + 2 = 1.92, gives −0.0202 − 0.0192(1.92 − 0.0192)/3.84 = −0.0297 Eh. At t = 0.005, PUHF and PMP2 are −0.2501 Eh and the mixed form −0.2001 Eh, against −U/2 = −0.25 and −2U/5 = −0.20; the exact energy is −0.0004 Eh and ⟨S²⟩ after annihilation is 3.998. For N = 3 the pole is at t = U/(2√3) = 0.14434 Eh, with PUHF equal to +83.0 Eh at 0.999 of this t and −83.6 Eh at 1.001 of it.

**Numbers: H2 in the 6-31G basis**

Full CI (FCI) below is the lowest singlet in the stated basis and leaves out basis-set error. At 3 bohr, δ = 0.68707, D = −1.31293, V = 0.90207, X = 0.034603 Eh and Y = −0.026264. Two electrons allow one contaminant, and indeed −δ/D = 0.52331 = ⟨Ψ̃|Ψ̃⟩. With X/D = −0.026356 Eh and −XY/V = +0.001007 Eh,

E_PUHF = −1.013246 − 0.026356 = −1.03960 Eh,

E_PMP2 = −1.017023 − 0.026356 + 0.001007 = −1.04237 Eh.

FCI is −1.04471 Eh, so the error relative to it falls from 27.7 mEh (UMP2) to 2.3 mEh (PMP2). These digits belong to 6-31G: in cc-pVDZ the errors are 28.7 and 3.6 mEh, and in cc-pVTZ (δ = 0.674) 29.8 and 4.7 mEh.

For two such molecules 200 bohr apart, D = 2(0.68707) − 2 = −0.62586 and V = 2(0.90207) + 2(0.68707)² = 2.74827. The PUHF correction is 0.069206/(−0.62586) = −0.110577 Eh, and the last PMP2 term is 4(0.034603)(0.026264)/2.74827 = 0.001323 Eh:

E_PUHF = −2.026492 − 0.110577 = −2.13707 Eh,

E_PMP2 = −2.034046 − 0.110577 + 0.001323 = −2.14330 Eh.

These lie 48 and 54 mEh below the FCI energy −2.08942 Eh. Relative to twice the monomer value of the same method, (2) gives −0.034603(0.68707)/[(0.31293)(1.31293)] = −0.0579 Eh (−152 kJ/mol) for PUHF; PMP2 gives −0.0586 Eh (−154 kJ/mol) and the mixed form −0.0502 Eh. The PUHF value changes by a few mEh with the basis, to −0.0550 Eh in cc-pVDZ and −0.0541 Eh in cc-pVTZ. With w_S = 0.65647, w_T = 0.34353 and E_T = −0.962884 Eh, the weights in (4) are 0.43095 and 0.03934, and E_full = −2.06637 Eh, which is 0.0128 Eh above 2E_S.

Beside a distant H atom the PUHF correction is 0.034603/(0.68707 − 3) = −0.014961 Eh instead of −0.026356 Eh, an error of +0.0114 Eh relative to the separate fragments (+0.0110 Eh for PMP2). Three electrons have spin 1/2 or 3/2, so here A is a full projection, and the fault lies with projecting the total spin: the product of the M = 0 triplet and the doublet has ⟨S²⟩ = 2 + 3/4 = (3/4)x + (15/4)(1−x), so a fraction x = 1/3 of the triplet survives as total doublet. Beside closed-shell H2 at 1.4 bohr both corrections change by about 10⁻⁹ Eh.

**Numbers: symmetric stretch of water**

The angle is 104.5°, and the UHF solution grows from triplet O with excess α spin and two β hydrogen atoms; the orbital Hessian showed it to be a local minimum at the four STO-3G distances and next to the 6-31G pole. In STO-3G the five α electrons of O fill all five of its functions, so Δ_aj does not exist for the atom, δ_O = X_O = 0, and (3) gives D → 0. Errors relative to FCI are in mEh:

| R/bohr | ⟨S²⟩ | UMP2 | PUHF | PMP2 | full |
|---|---|---|---|---|---|
| 3 | 1.4544 | 70.7 | −95.7 | −102.0 | 24.5 |
| 4 | 1.9306 | 11.2 | −243.8 | −244.2 | 2.5 |
| 5 | 1.9920 | 1.2 | −278.3 | −278.4 | 0.1 |
| 6 | 1.9992 | 0.1 | −294.4 | −294.4 | 0.0 |

At 4 bohr, D = 1.93062 − 2 = −0.06938 and X/D = 0.017723/(−0.06938) = −255.4 mEh, which turns the UHF error of +11.6 into −243.8 mEh; ρ is −54. At 6 bohr the weights are 0.3335, 0.5000 and 0.1665, and the three components lie 0.007, 0.122 and 0.350 mEh above FCI. The lever is p₂ = 4(0.1665)/(−0.00078) ≈ −850, and 850 × 0.343 mEh ≈ 0.29 Eh: a splitting of a third of a millihartree becomes an error of −773 kJ/mol, at a geometry where UHF itself lies only 0.3335 × 0.007 + 0.5000 × 0.122 + 0.1665 × 0.350 = 0.12 mEh above FCI. The error is still drifting at 6 bohr, and these four points do not establish a limit.

In 6-31G the O atom can polarize: δ_O = 0.003464 and X_O = 0.004316 Eh. Its own PUHF correction is X_O/(δ_O − 4) = −0.00108 Eh. In dissociated water the two β hydrogen atoms form a pure triplet, so (3) gives D = δ_O > 0 and X = X_O, and

E_PUHF − E_UHF → X_O/δ_O = 0.004316/0.003464 = +1.246 Eh.

The molecule at 30 bohr gives 1.246 Eh for both PUHF − UHF and PMP2 − UMP2. If the quintet is taken as the sole contaminant of the atom, X/δ = w(E₂ − E₁), so this number is close to the energy of the atom's quintet component above its triplet component, which is 1.2463 Eh in this basis. It is not converged in the basis: X_O/δ_O is 2.08 Eh in cc-pVDZ (δ_O = 0.0044), 1.30 Eh in aug-cc-pVDZ (δ_O = 0.0084) and 1.64 Eh in cc-pVTZ (δ_O = 0.0072). The sign and the order of magnitude carry over, but the digits do not. D is negative at 4 bohr and positive at 10 bohr, and it crosses zero at R = 5.99 bohr, where X is about 0.005 Eh. This is a true pole: the PUHF correction is −14.9 Eh at 0.05 bohr inside it and +15.9 Eh at 0.05 bohr outside. Its position depends on the basis: D changes sign at 5.89 bohr in cc-pVDZ and between 5.5 and 6.0 bohr in aug-cc-pVDZ and cc-pVTZ.

The numerical check below compares the orbital sums, the model formulas and the H2 fragment rules with explicit H, S², H0 and A matrices in the full determinant space; the closed-shell spectator and the 6-31G water results use the orbital sums.

Computed values

```
Hubbard: U=0.5 Eh, t=0.05 Eh, d=0.200
N=1 X=0.00960 Eh Y=-0.00960 V=0.9984 D=-1.0400 c=0.99000
  Eh: UHF -0.01000 UMP2 -0.01010 PUHF -0.01923 PMP2 -0.01924
  Eh: full projection -0.01923 exact -0.01926
N=2 X=0.01920 Eh Y=-0.01920 V=3.8400 D=-0.0800 c=0.99960
  Eh: UHF -0.02000 UMP2 -0.02020 PUHF -0.26000 PMP2 -0.26010
  Eh: full projection -0.02995 exact -0.03852
N=3 X=0.02880 Eh Y=-0.02880 V=8.5248 D=0.8800 c=1.00297
  Eh: UHF -0.03000 UMP2 -0.03030 PUHF 0.00273 PMP2 0.00252
  Eh: full projection -0.04000 exact -0.05777
N=2 t=0.005, Eh: PUHF -0.25010 PMP2 -0.25010 mixed -0.20014 exact -0.00040
  w(S=0,1,2)=0.3335 0.5000 0.1665 <S2> after A=3.9984
N=3 pole t=0.14434 Eh; PUHF at 0.999t 83.0, at 1.001t -83.6 Eh
H2/6-31G R=3 bohr: delta=0.68707 D=-1.31293 V=0.90207
  X=0.034603 Eh Y=-0.026264 c=0.96177 <Pt|Pt>=0.52331
  Eh: UHF -1.013246 UMP2 -1.017023 PUHF -1.039602 PMP2 -1.042371
  FCI -1.044709 Eh; wS=0.65647 wT=0.34353 ET=-0.962884 Eh
2 H2, 200 bohr apart: D=-0.62586 V=2.74827 FCI -2.089418 Eh
  Eh: PUHF -2.137069 PMP2 -2.143300 full projection -2.066369
  E(AB)-2E(A), Eh: PUHF -0.057865 PMP2 -0.058558 full 0.012835 mixed -0.050200
  E(AB)-2E(A), kJ/mol: PUHF -151.9 PMP2 -153.7
H2+H: E(H)=-0.498233; E(AB)-E(A)-E(B): PUHF 0.011395 PMP2 0.010959 Eh
H2+closed-shell H2(1.4 bohr): change of corrections 1e-09 1e-09 Eh
H2O/STO-3G, angle 104.5 deg; errors relative to lowest FCI singlet
R=3.0 bohr <S2>=1.45440 X=0.095221 Eh Y=-0.05491 V=2.8962 min:True
  w=0.4480 0.4644 0.0876 <S2>A=2.633 resid=-3.85 FCI -74.84434 Eh
  mEh: UHF 78.8 UMP2 70.7 PUHF -95.7 PMP2 -102.0 full 24.5
R=4.0 bohr <S2>=1.93062 X=0.017723 Eh Y=-0.01030 V=3.8609 min:True
  w=0.3453 0.4994 0.1553 <S2>A=3.856 resid=-53.72 FCI -74.75271 Eh
  mEh: UHF 11.6 UMP2 11.2 PUHF -243.8 PMP2 -244.2 full 2.5
R=5.0 bohr <S2>=1.99197 X=0.002246 Eh Y=-0.00131 V=3.9839 min:True
  w=0.3347 0.5000 0.1653 <S2>A=3.984 resid=-493.98 FCI -74.73914 Eh
  mEh: UHF 1.2 UMP2 1.2 PUHF -278.3 PMP2 -278.4 full 0.1
R=6.0 bohr <S2>=1.99922 X=0.000229 Eh Y=-0.00013 V=3.9984 min:True
  w=0.3335 0.5000 0.1665 <S2>A=3.998 resid=-5144.77 FCI -74.73752 Eh
  mEh: UHF 0.1 UMP2 0.1 PUHF -294.4 PMP2 -294.4 full 0.0
  R=6: E(S=0,1,2)-FCI = 0.007 0.122 0.350 mEh
  R=6: errors in kJ/mol: PUHF -773 PMP2 -773
O/6-31G: delta=0.003464 X=0.004316 Eh X/delta=1.2459 Eh
  O atom own PUHF-UHF=-0.001080 Eh
H2O/6-31G pole R=5.99 bohr, X there about 0.00498 Eh, min:True
  PUHF-UHF at R-0.05: -14.9, at R+0.05: 15.9 Eh
  R=30 bohr: PUHF-UHF 1.2459, PMP2-UMP2 1.2459 Eh
1 Eh = 2625.50 kJ/mol
```
